# Where phonon absorption and emission act in tunnelling through a rectangular barrier

## What symmetry and dimensions already fix

An electron of energy $E$ comes from the source ($x<0$), meets a barrier of height $V_0$ on $0<x<L$, exchanges one phonon of energy $\hbar\omega$ at position $x$ inside it, and leaves into the drain ($x>L$) with energy $E'=E\pm\hbar\omega$. Energies are measured from the band edge of the source; the drain has the same band edge until a bias is added below. Both $E$ and $E'$ lie between $0$ and $V_0$, motion is one-dimensional, the mass $m$ is the same before and after the event, and the final state is empty.

Let $g(x;E\to E')$ be the probability weight of an event at $x$, without its phonon-number factor. Without a magnetic field, reversing time turns the process into one that enters from the drain at $E'$ and leaves into the source at $E$. Reflecting the symmetric barrier about its middle turns that into a process from source to drain, with the event at $L-x$. Hence

$$g(x;E\to E')=g(L-x;E'\to E).$$

If absorption favours the source, emission must favour the drain. The two preferences are one fact and its mirror image.

Dimensions limit the form of the attenuation. Deep in the barrier, $\hbar$, $m$ and the energy deficit $W=V_0-E$ make a single inverse length,

$$\kappa=\frac{\sqrt{2mW}}{\hbar},\qquad \kappa'=\frac{\sqrt{2mW'}}{\hbar},\quad W'=V_0-E'.$$

The electron covers a length $x$ at energy $E$ and $L-x$ at energy $E'$, so the exponent must be a number times $\kappa x+\kappa'(L-x)$. What remains is to find that number, then the edge effects and the phonon factors that the exponent leaves out.

## First contribution: the exponent

The amplitude falls as $e^{-\kappa x}$ before the event and as $e^{-\kappa'(L-x)}$ after it. Squaring the product gives a probability $e^{-S}$ with

$$S(x)=2\kappa x+2\kappa'(L-x),\qquad \frac{dS}{dx}=2(\kappa-\kappa').$$

Absorption raises the energy, so $\kappa'<\kappa$ and $S$ grows with $x$: the event should come early, so that the rest of the barrier is crossed with the slower decay. Emission lowers the energy, so $\kappa'>\kappa$ and $S$ falls with $x$: the event should come late, after the barrier has been crossed with the slower decay. In both cases the best path spends the whole barrier at the higher of its two energies.

There is an asymmetry in what is gained. Absorption at the source lowers the exponent from the elastic value $2\kappa L$ to $2\kappa'L$. Emission at the drain leaves it at $2\kappa L$. Emission therefore never assists penetration through the exponent; at the drain it merely adds no penalty.

Take rough parameters of a silicon nanowire transistor with a 5 nm gate: $m=0.19\,m_e$, $V_0=0.40$ eV, $E=0.10$ eV, $\hbar\omega=0.060$ eV, $L=5.0$ nm and 300 K. The deficits are 0.30 eV initially, 0.24 eV after absorption and 0.36 eV after emission, with decay constants 1.223, 1.094 and 1.340 nm$^{-1}$. Multiplying by $2L=10$ nm gives the exponents:

| Process | Event at source | Event at drain |
|---|---:|---:|
| Absorption | 10.94 | 12.23 |
| Emission | 13.40 | 12.23 |

The elastic exponent is also 12.23. Moving absorption from drain to source gains $12.23-10.94=1.29$, a factor $e^{1.29}=3.6$. Moving emission from source to drain saves 1.17, a factor 3.2.

The exponential preference has a characteristic length

$$\ell=\frac{1}{2|\kappa-\kappa'|},$$

which is 3.9 nm for absorption and 4.3 nm for emission. These lengths are close to $L$, so here the events are spread through the barrier with a bias towards one side. They are not confined to an edge.

## Why positions may be weighed separately

A phonon of wavevector $q$ acts through a factor $e^{iqx}$, which extends over the whole channel. Speaking of an event at $x$ needs a reason.

Let $\psi_E$ be the scattering state with unit incident amplitude from the source, and $\varphi_{E'}$ the one with unit incident amplitude from the drain. The amplitude for one phonon is proportional to $\int\varphi_{E'}\,e^{iqx}\,\psi_E\,dx$, as the next section shows for a point coupling. Different $q$ leave the lattice in different states, so probabilities are added, not amplitudes. If all these phonons have the same frequency and coupling strength, every term has the same $E'$, and completeness of plane waves gives

$$\int\frac{dq}{2\pi}\left|\int\varphi_{E'}e^{iqx}\psi_E\,dx\right|^2=\int|\varphi_{E'}(x)|^2|\psi_E(x)|^2dx.$$

The cross terms between different positions have cancelled. This is a fair model for intervalley phonons, whose frequency and coupling vary little over the range of $q$ involved. Long-wavelength acoustic phonons do not strictly meet its condition, because their frequency and coupling vary with $q$. At room temperature, however, they are nearly elastic and their squared coupling times $2N+1$ is almost independent of $q$, so their scattering is also close to local. The part of the integral outside $0<x<L$ is scattering in the contacts and is not counted here.

## Second contribution: the waves at the edges

**The inelastic transmission.** Let a coupling $C\,\delta(x-x_0)$, with $C$ in eV nm, transfer the electron from $E$ to $E'$. To first order in $C$, the outgoing wave is $C\,G(x,x_0)\,\psi_E(x_0)$, where $(E'-H)G=\delta(x-x_0)$. For $x>x_0$ the Green function must be outgoing on both sides, so

$$G(x,x_0)=\frac{\psi_{E'}(x)\,\varphi_{E'}(x_0)}{D}.$$

Integrating its equation across $x_0$ requires the slope of $G$ to jump by $2m/\hbar^2$, hence

$$D=\frac{\hbar^2}{2m}\left(\varphi_{E'}\frac{d\psi_{E'}}{dx}-\psi_{E'}\frac{d\varphi_{E'}}{dx}\right).$$

The bracket is independent of $x$, because both functions obey the same Schrödinger equation. In the drain, $\psi_{E'}=t'e^{ik'x}$ and $\varphi_{E'}=e^{-ik'x}+r'e^{ik'x}$, where $k'=\sqrt{2mE'}/\hbar$. The terms in $r'$ cancel and the bracket is $2ik't'$. Thus

$$G(x>L,x_0)=\frac{m}{i\hbar^2k'}\,\varphi_{E'}(x_0)\,e^{ik'x}.$$

The ratio of outgoing to incident flux adds a factor $k'/k$, with $k=\sqrt{2mE}/\hbar$:

$$T_{\rm inel}(x_0)=\frac{C^2m^2}{\hbar^4kk'}\,|\psi_E(x_0)|^2\,|\varphi_{E'}(x_0)|^2 .$$

**The wave inside the barrier.** In the drain $\psi_E=te^{ikx}$. Matching value and slope at $x=L$ gives, with $y=L-x$,

$$\psi_E=te^{ikL}\left[\cosh\kappa y-\frac{ik}{\kappa}\sinh\kappa y\right].$$

Since $k^2/\kappa^2=E/W$ and $1+E/W=V_0/W$, the square is

$$|\psi_E(x)|^2=T(E)\left[1+\frac{V_0}{W}\sinh^2\kappa(L-x)\right],\qquad T=|t|^2.$$

At $x=0$ the wave is $1+r$ and its slope $ik(1-r)$, so $\psi_E(0)+\psi_E'(0)/(ik)=2$, where the prime on $\psi_E$ is a derivative. Inserting the barrier wave,

$$te^{ikL}\left[2\cosh\kappa L+i\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa L\right]=2.$$

Taking the squared modulus, and using $\cosh^2=1+\sinh^2$ and $(\kappa/k+k/\kappa)^2=V_0^2/(EW)$,

$$T(E)=\left[1+\frac{V_0^2}{4EW}\sinh^2\kappa L\right]^{-1}.$$

The wave from the drain is the mirror image: replace $L-x$ by $x$ and $E$ by $E'$. Apart from factors independent of position,

$$g(x)\propto\left[1+\frac{V_0}{W}\sinh^2\kappa(L-x)\right]\left[1+\frac{V_0}{W'}\sinh^2\kappa'x\right].$$

**Comparing the edges.** At each edge one bracket equals 1, so

$$\frac{g(0)}{g(L)}=\frac{1+(V_0/W)\sinh^2\kappa L}{1+(V_0/W')\sinh^2\kappa'L}.$$

Here $V_0/W=k_0^2/\kappa^2$, with $k_0^2=2mV_0/\hbar^2$. The function $\sinh z/z$ rises with $z$, because its derivative has the sign of $z-\tanh z$, which is positive. So $\sinh^2(\kappa L)/\kappa^2$ rises with $\kappa$. For absorption $\kappa>\kappa'$ and the source edge wins at every thickness; for emission the drain edge wins.

Two limits show how the preference develops. For a thick barrier, $\sinh^2z\simeq e^{2z}/4$ and

$$\frac{g(0)}{g(L)}\simeq\frac{W'}{W}\,e^{2(\kappa-\kappa')L}.$$

In the example this is $(0.24/0.30)\times3.64=2.91$. The edge matching thus takes back a fifth of the exponential advantage. For a thin barrier, $\sinh^2(\kappa L)/\kappa^2\simeq L^2(1+\kappa^2L^2/3)$. If also $k_0L\ll1$, which means $L\ll0.7$ nm here, then for absorption

$$\frac{g(0)}{g(L)}-1\simeq\frac{k_0^2L^4}{3}\,\frac{2m\hbar\omega}{\hbar^2}.$$

The preference vanishes as $L^4$: a barrier much thinner than $1/k_0$ gives position little meaning. Being thinner than the decay length is not enough near the barrier top. For absorption from 0.399 to 0.3995 eV the decay length is 14 nm, yet in a 3 nm barrier the weight in the middle is 1.6 times that at the edge.

**Between the edges.** The product of brackets is not monotonic. Relative to the better edge of each process, it gives:

| $x$ (nm) | 0 | 1.25 | 2.50 | 3.75 | 5.00 |
|---|---:|---:|---:|---:|---:|
| Absorption | 1.00 | 0.31 | 0.22 | 0.17 | 0.34 |
| Emission | 0.37 | 0.15 | 0.19 | 0.26 | 1.00 |

The weight rises again at the unfavoured edge. At $x=L$ the first bracket has zero slope, while the logarithm of the second has slope close to $2\kappa'$, so $g$ increases up to the drain. At $x=0$ the roles are exchanged and the logarithmic slope is close to $-2\kappa$. Physically, the wave near its exit contains a reflected part beside the decaying one, so its magnitude levels off.

**Is the best edge the true maximum?** Write one bracket as $f(u)=1+a\sinh^2u$. Then $f'=a\sinh2u$ and $f''=2a\cosh2u$. With $\sinh^2u=(\cosh2u-1)/2$,

$$ff''-f'^2=2a\cosh2u+a^2\cosh2u(\cosh2u-1)-a^2(\cosh^22u-1)$$
$$=a\left[(2-a)\cosh2u+a\right].$$

This is positive for $a\le2$, which makes $\ln f$ convex. If both energies are at most $V_0/2$, both brackets satisfy the condition, $\ln g$ is convex, and its maximum is at an end. The example qualifies: its energies are 0.04, 0.10 and 0.16 eV, against $V_0/2=0.20$ eV.

Closer to the barrier top the maximum can move inward. If $\kappa'x\ll1$, the second bracket is approximately $1+k_0^2x^2$. It starts with zero slope, so the weight at first falls, roughly as $e^{-2\kappa x}$. But the logarithm of this bracket has slope $2k_0^2x/(1+k_0^2x^2)$, which reaches $k_0$ at $x=1/k_0$. If $k_0>2\kappa$, the weight then rises, and in a long barrier it can exceed its value at the edge. For $V_0=0.40$ eV, $L=10$ nm and absorption from 0.36 to 0.39 eV, a lattice solution of the Schrödinger equation puts the maximum at 2.2 nm, where the weight is 1.6 times that at the source edge. "Near the source" is then right and "at the source" is not.

## Weighing the position preference

Integrating $g$ over the barrier puts 66% of absorption events in the source half and 65% of emission events in the drain half. The exponential alone would give $1/(1+e^{-1.29/2})=0.66$ and $1/(1+e^{-1.17/2})=0.64$. In this example the edge enhancements, present at both ends, change the shares little.

With the other parameters fixed, length sharpens the contrast. The source-to-drain edge ratio for absorption is 2.9 at 5 nm, 10.6 at 10 nm and 140 at 20 nm. The drain-to-source ratio for emission is 2.7, 8.6 and 89.

## Third contribution: the supply of phonons

Where a process acts best is a separate question from how often it occurs. Absorption needs a phonon and carries a factor $N$; emission carries $N+1$. At 300 K, $k_BT=0.02585$ eV and

$$N=\frac{1}{e^{\hbar\omega/k_BT}-1}=0.109,\qquad \frac{N}{N+1}=e^{-\hbar\omega/k_BT}=e^{-2.32}=0.098.$$

Against this stands the easier passage. Compare absorption at the source edge with emission at the drain edge. In a thick barrier the source-incident wave at the source edge has $|\psi_E(0)|^2\simeq4E/V_0$, from the product of $T$ and its bracket. Likewise $|\varphi_{E_-}(L)|^2\simeq4E_-/V_0$. With $E_\pm=E\pm\hbar\omega$ and the factor $1/k'$ from the flux,

$$\frac{g_{\rm abs}(0)}{g_{\rm em}(L)}\simeq\sqrt{\frac{E_-}{E_+}}\;\frac{E}{E_-}\;\frac{T(E_+)}{T(E)}.$$

The transmissions are $6.81\times10^{-5}$ and $1.46\times10^{-5}$, so the ratio is $0.50\times2.5\times4.66=5.8$. Multiplication by 0.098 gives 0.57. Integration over all positions, instead of a comparison of best edges, gives 0.64. At this energy emission is therefore the more frequent process in the 5 nm barrier, although absorption has the smaller exponent.

The gain in exponent grows with length and the phonon factor does not. The two exponentials balance when $L/\ell=\hbar\omega/k_BT$, or $L=3.87\times2.32=9.0$ nm. This is only an estimate of where absorption overtakes emission. The prefactors and the sum over positions bring the crossover forward to about 6.7 nm in this example. The integrated absorption-to-emission ratio is 2.3 at 10 nm and 30 at 20 nm. These are ratios at the fixed incident energy 0.10 eV, not of currents averaged over a thermal source.

## What moves the result in a device

**A drain bias.** Lower the drain band edge by $U$. In the first bracket, $k^2$ is replaced by $2m(E+U)/\hbar^2$, so $V_0/W$ becomes $(V_0+U)/W$. For a thick barrier this multiplies the source-to-drain edge ratio by $(V_0+U)/V_0$. With $U=0.50$ eV the factor is 2.25. It strengthens the absorption preference but reduces the emission edge ratio from 2.7 to $2.68/2.25=1.2$. With a sharp drop, the emission ordering is thus conditional: a deeper drop or a shorter barrier can reverse it.

A real potential is not sharp. Lattice solutions with edges rounded over 0.5 nm by hyperbolic tangents, at the same bias, put 69% of absorption in the source half and 63% of emission in the drain half. With sharp edges the shares are 70% and 58%. For rounded edges the shares depend on the region counted: taken over the region where $V(x)>E$, from $-0.26$ to 4.82 nm, instead of $0<x<L$, they are 74% and 58%. The preference survives both changes for these parameters.

More generally, for a smooth barrier $V(x)$ the semiclassical exponent has slope $2[\kappa_E(x)-\kappa_{E'}(x)]$ wherever both energies lie below $V(x)$. Its sign does not depend on the barrier being flat.

**The band structure.** In a non-parabolic band, $\kappa^2=2mW(1-\alpha W)/\hbar^2$. With a rough $\alpha=0.5$ eV$^{-1}$, the exponent gained by absorption drops from 1.29 to 1.01, and the corresponding factor from 3.6 to 2.8. This form measures $W$ from the bulk band edge. In the 3 nm wire considered below, the subband edge lies about 0.24 eV up the band; the same $\alpha$ then raises the transport mass to about $0.235\,m_e$ and gives a gain of 1.19.

A change of mass matters far more. Suppose absorption takes the electron into a valley with transport mass $0.92\,m_e$ and no energy offset. Then $\kappa'=2.41$ nm$^{-1}$ exceeds the initial 1.22 nm$^{-1}$, despite the higher energy. The source-to-drain edge ratio becomes $6\times10^{-6}$: absorption now strongly favours the drain. In a thick barrier the underlying rule concerns the decay constant, and energy is a safe guide to it only when the mass is unchanged.

Take a square wire along a cubic crystal axis, with side $s=3$ nm and hard walls. The heavy-transport valley has mass $0.19\,m_e$ in both confined directions, while the original valley has $0.19\,m_e$ in one and $0.92\,m_e$ in the other. Confinement therefore raises the heavy-transport valley, relative to the original one, by

$$\frac{\hbar^2\pi^2}{2s^2}\left(\frac{1}{0.19\,m_e}-\frac{1}{0.92\,m_e}\right)=0.17\ \text{eV}.$$

This slightly exceeds the 0.16 eV available after absorption, so without a drain bias the channel is closed in this estimate. Lowering the drain band edge by more than about 0.015 eV opens it. The margin is too small to rely on: $\alpha=0.5$ eV$^{-1}$ in both valleys lowers the offset to 0.13 eV, and a side of 3.2 nm lowers it to 0.15 eV, and either change opens the channel without bias.

**The size of the phonon current.** An optical deformation potential $D$ multiplies the lattice displacement. The zero-point displacement and the overlap of the lowest transverse modes give a squared coupling per unit length

$$c=\frac{\hbar^2D^2}{2\rho\,\hbar\omega A},\qquad A=\frac{s^2}{(3/2)^2}=4.0\ \text{nm}^2,$$

which replaces $C^2$ after multiplication by $N$ or $N+1$ and integration over $x$. With rough silicon values $D=10^9$ eV/cm and density $\rho=2330$ kg/m$^3$, $c=6.2\times10^{-4}$ eV$^2$ nm. Relative to elastic transmission at 0.10 eV, absorption then contributes 0.4% and emission 0.7%. These real phonon events are a small addition to tunnelling at that energy. Virtual phonons, emitted and reabsorbed, also change the elastic transmission at the same order in $c$. That change is not included here and can exceed the two contributions just given.

**Comparison with a real transistor.** The mass and the roughly 60 meV phonon are typical of silicon when scattering preserves the valley axis. A 5 nm gate belongs to research devices; production gates are longer. At 5 nm tunnelling does matter in the model: for one subband, a source Fermi level of 0.10 eV and an empty drain, integrating elastic transmission times occupation puts 95% of the current below the barrier top, or 84% with a confinement-raised mass of $0.235\,m_e$. The potential of a real device under bias is neither symmetric nor sharp; together, the bias and rounding above move the half-barrier shares by two or three percentage points when counted over $0<x<L$, and by seven or eight when counted over the region where $V(x)>E$. That rounded drop still has a field near 0.9 V/nm, much steeper than in a real transistor, and a drop spread over several nanometres moves the shares considerably more. With the drain edge rounded over 2 and 3 nm, the source half of $0<x<L$ holds only 53% and 50% of absorption (62% and 57% over the region where $V(x)>E$), so at 5 nm little of the absorption preference remains. Self-consistent electrostatics, higher subbands, confined phonons and multiphonon events are not included. For an electron at a fixed energy in this model, an argument that places phonon absorption near the source is on firm ground when three conditions hold: the decay constant falls on absorption, as it does for an unchanged transport mass; both energies lie below half the barrier height; and the barrier is several times longer than $\ell$. This is not yet a design rule for the room-temperature current. With the parameters and Fermi level used here, a 12 nm barrier, about three times $\ell$, passes only about 1% of its elastic current below the barrier top at 300 K. Cooling favours tunnelling again, but it also makes absorption rarer.

Numbers in the example were calculated in double precision.
